# Why leakage through a small isolated pinhole scales with its radius

## Question

A thin diffusion barrier separates a metal line from a thick dielectric. The barrier is impermeable except for one round pinhole. I assumed that the steady leak through the pinhole is proportional to its area, so that a hole of twice the radius leaks four times as much. A colleague says that it leaks only twice as much. Who is right, what is the rate including its numerical factor, and when does the area rule apply?

## Answer

Your colleague is right for a small hole in a very thin barrier on a thick dielectric. The area fixes how much surface is open, but the flux through each unit of that surface also depends on the hole's radius.

### The problem to solve

Let the dielectric fill $z>0$, and let the barrier be the plane $z=0$ with a hole of radius $a$. The diffusing species has concentration $c$ and constant diffusivity $D$. There is no field, reaction or trapping. The source holds $c=C$ over the whole hole, where $C$ is measured on the dielectric side. In the steady state

$$\nabla^2c=0,\qquad c=C\ \text{on the hole},\qquad \frac{\partial c}{\partial z}=0\ \text{on the barrier},$$

and $c\to0$ far away. We want the total rate $Q$, in particles per unit time.

Scaling already settles the power of $a$. If lengths are measured in units of $a$ and concentration in units of $C$, no parameter is left in the problem. The gradient is then $C/a$ times a fixed function, and the area is $a^2$ times a fixed number. Hence $Q$ is a pure number times $D(C/a)a^2=DaC$. The argument needs $a$ to be the only length present, and this is where the thin barrier and the thick dielectric enter.

### Finding the factor

Consider a point source on a reflecting wall that releases $q$ particles per unit time. They spread over hemispheres of area $2\pi s^2$, so $-D\,dc/ds=q/(2\pi s^2)$. Integrating, with $c\to0$ at infinity, gives $c=q/(2\pi Ds)$. The flow is radial and so runs along the wall, which satisfies the no-flux condition.

Let $j$ be the flux density entering through the hole. Adding the point sources $j\,dA$ gives the concentration at a point $P$ of the plane:

$$c(P)=\frac{1}{2\pi D}\int\frac{j\,dA}{s},$$

where $s$ is the distance from $P$ to $dA$. We need a $j$ that makes $c(P)$ the same everywhere in the hole. Try

$$j(\rho)=\frac{A}{\sqrt{a^2-\rho^2}},$$

with $\rho$ the distance from the centre and $A$ a constant.

Draw straight lines through $P$. Let $s$ be a signed distance along each line and let the direction $\theta$ run from $0$ to $\pi$, so that each line is counted once. Then $dA=|s|\,ds\,d\theta$, and the factor $|s|$ cancels the $1/|s|$ of the point source:

$$c(P)=\frac{1}{2\pi D}\int_0^\pi d\theta\int j\,ds .$$

Suppose a line passes the centre at distance $p$, with its nearest point at $s=s_0$. Its chord in the hole has half-length $b$, where $b^2=a^2-p^2$. On the chord $\rho^2=p^2+(s-s_0)^2$, and therefore $a^2-\rho^2=b^2-(s-s_0)^2$. Substituting $s-s_0=b\sin\varphi$,

$$\int j\,ds=\int_{-\pi/2}^{\pi/2}\frac{A\,b\cos\varphi\,d\varphi}{b\cos\varphi}=\pi A .$$

This is the same for every chord, whatever its length. The integral over $\theta$ supplies another $\pi$, so

$$c(P)=\frac{\pi\cdot\pi A}{2\pi D}=\frac{\pi A}{2D}$$

throughout the hole. Setting this equal to $C$ gives $A=2DC/\pi$. The total rate is

$$Q=\int_0^a\frac{2\pi\rho A\,d\rho}{\sqrt{a^2-\rho^2}}
=2\pi A\left[-\sqrt{a^2-\rho^2}\right]_0^a=2\pi Aa,$$

$$\boxed{Q=4DaC}$$

No other solution has a finite concentration everywhere, including at the rim. The difference $u$ of two such solutions vanishes on the hole, has no normal gradient on the barrier and decays as $1/r$. Since $\nabla^2u=0$, the integral of $|\nabla u|^2$ equals the surface integral of $u\,\partial u/\partial n$. That is zero on the plane, and on a distant hemisphere it falls as $r^{-1}r^{-2}r^2=r^{-1}$. The rim, where the gradient may diverge, is cut out by a thin tube of radius $\delta$. A finite $u$ that meets both boundary conditions varies there at most as $\delta^{1/2}$ and its gradient as $\delta^{-1/2}$, while the tube's area is proportional to $\delta$, so this part also vanishes as $\delta\to0$. So $u$ is constant, and the constant is zero.

A finite-volume solution of the diffusion equation, with the far sink at depth $500a$, gives $Q/(DaC)=3.998$. The grid reads about $0.1\%$ low: the converged value with this sink is $4.004$, slightly above $4$. The grid values quoted below carry errors of similar size.

### What the result means

The mean flux density is $Q/(\pi a^2)=4DC/(\pi a)$. Doubling the radius quadruples the area but halves the mean flux density. The concentration falls over a distance of order $a$, so a wider hole has a gentler gradient in front of it.

The flow also crowds towards the rim, where particles can spread sideways. The share of $Q$ passing outside radius $r$ is $\sqrt{1-r^2/a^2}$, from the integral above. It equals one half at $r=\sqrt3\,a/2$, so the outer quarter of the area carries half the leak. The flux density diverges at the rim in this continuum model, but the total is finite.

One consequence is that total open area is a poor measure of leakage here. At fixed $D$ and $C$, four well-separated holes of radius $a/2$ have the area of one hole of radius $a$, but leak $4\times4D(a/2)C=8DaC$, twice as much.

"Well separated" can be made quantitative. For $P$ on the barrier at $\rho>a$, a line meets the hole if its angle to the direction of the centre is less than $\arcsin(a/\rho)$ on either side. Each such line again contributes $\pi A$, so

$$c(\rho)=\frac{\pi A}{2\pi D}\,2\arcsin\frac a\rho=\frac{2C}{\pi}\arcsin\frac a\rho .$$

A second hole at that distance has its driving concentration reduced by about this amount, to leading order in $a/\rho$.

### When the dielectric is not thick

Now put a perfect sink, $c=0$, at depth $L$. For $a\ll L$ it can be represented by image discs at $z=2nL$ with signs $(-1)^n$. The pattern is even about $z=0$, as the reflecting wall requires, and odd about $z=L$, which makes $c$ vanish there. Seen from the hole, each distant image contributes $\pm Q/(2\pi D\cdot2|n|L)$. With $\sum_{n\ge1}(-1)^n/n=-\ln2$,

$$C=\frac{Q}{4Da}+2\sum_{n=1}^{\infty}\frac{(-1)^nQ}{4\pi DnL}
=\frac{Q}{4Da}-\frac{Q\ln2}{2\pi DL}.$$

Multiplying by $4Da/Q$ and solving for $Q$,

$$Q\simeq\frac{4DaC}{1-(2\ln2/\pi)\,a/L}.$$

A nearer sink raises the leak. At $L=5a$ this formula gives $Q/(DaC)=4.387$, and the finite-volume solution gives $4.378$. Most of this gap is grid error; the converged value is $4.384$.

In the opposite limit, $a\gg L$, the concentration under most of the hole falls linearly from $C$ to zero across the dielectric. The flux density is then $DC/L$, independent of $a$, and

$$Q\simeq\frac{\pi a^2DC}{L}.$$

This is your area rule. Numerically, at fixed $L$, widening the hole from $a=10L$ to $20L$ multiplies the rate by $3.83$. At $a=20L$ the rate is about $1.04$ times the area rule.

### When the barrier is not thin

If the source material fills the hole down to the dielectric, the barrier thickness $h$ does not matter. If dielectric fills the hole instead, particles must first cross a pore of resistance $h/(\pi a^2D)$, where resistance means $C/Q$. The spreading resistance beyond the mouth lies between two values.

**Lower bound.** Take any trial concentration $u=c+v$ that equals $C$ on the source and zero far away. Then $\int D|\nabla u|^2dV\ge\int D|\nabla c|^2dV=CQ$, because the cross term is a surface integral of $v\,\partial c/\partial n$, and one factor vanishes on each surface. Choose $u$ linear in the pore, down to a uniform mouth value $C_m$, and continue it with the solution found above. The integral is

$$\frac{\pi a^2D}{h}(C-C_m)^2+4DaC_m^2 .$$

It is smallest when $(\pi a^2D/h)(C-C_m)=4DaC_m$, which is the condition for two resistances in series. Its value is then $C^2/[h/(\pi a^2D)+1/(4Da)]$. As this is at least $CQ$,

$$\frac CQ\ge\frac{h}{\pi a^2D}+\frac1{4Da}.$$

**Upper bound.** Take any source-free flux field $\mathbf J$ that carries the same $Q$ and does not cross the barrier. Its difference $\mathbf K$ from the true flux carries no net flow. The cross term in $\int J^2/D\,dV$ is proportional to $\int\nabla c\cdot\mathbf K\,dV$, which reduces to $C$ times the net flow of $\mathbf K$ through the source, and so to zero. Hence $\int J^2/D\,dV\ge CQ$. Choose a uniform flux in the pore and at its mouth. The integral is $Q^2h/(\pi a^2D)$ plus $Q$ times the mean mouth concentration.

That mean needs the double integral of $1/s$ over a disc. From a point on the rim of a disc of radius $r$, a line at angle $\alpha$ to the diameter has length $2r\cos\alpha$, so $\int dA/s=\int_{-\pi/2}^{\pi/2}2r\cos\alpha\,d\alpha=4r$. Building the disc from rings counts each pair once and gives $\int_0^a4r\cdot2\pi r\,dr=8\pi a^3/3$. The double integral is twice this, $16\pi a^3/3$. The mean concentration is therefore

$$\frac{1}{2\pi D}\,\frac{Q}{(\pi a^2)^2}\,\frac{16\pi a^3}{3}=\frac{8Q}{3\pi^2Da},$$

and

$$\frac CQ\le\frac{h}{\pi a^2D}+\frac{8}{3\pi^2Da}.$$

The two spreading terms are $0.25/(Da)$ and $0.270/(Da)$. For $h=a$ they confine $Q/(DaC)$ to between $1.699$ and $1.760$; the finite-volume value is $1.724$ (converged, $1.725$). For $h\gg a$ the pore dominates and $Q\simeq\pi a^2DC/h$, which is again an area rule.

### An example: sodium entering silica

Suppose a trace of sodium residue is trapped between a metal line and a conducting barrier on silica, and also covers the silica at the bottom of one pinhole. Take an anneal at $673$ K with $D=3\times10^{-9}$ cm²/s, $C=10^{14}$ cm⁻³, $a=20$ nm, $L=500$ nm and $h=2$ nm. Then

$$Q=4(3\times10^{-9})(2\times10^{-6})(10^{14})=2.4\ \text{ions/s},$$

or about $0.38$ aA. The area rule with the oxide thickness as path length would give

$$\frac{\pi(2\times10^{-6})^2(3\times10^{-9})(10^{14})}{5\times10^{-5}}=0.075\ \text{ions/s},$$

which is too small by a factor of $4L/(\pi a)=32$. It assumes that the concentration falls evenly over $500$ nm, whereas most of the fall occurs within a few radii of the hole.

With everything else fixed, doubling the radius doubles $4DaC$ to $4.8$ ions/s. The numerical solution with the sink at $500$ nm gives a factor of $2.04$. The small excess is the sink correction, which is larger for the wider hole; at $a=20$ nm it raises the rate by $1.8\%$.

To see whether a steady state is reached, we need the time a particle takes to cross the oxide. Let $g=(L^2-z^2)/2$, for which $\nabla^2g=-1$. With $\nabla^2c=0$, Green's identity gives the mean number in transit:

$$N=\int c\,dV=\oint\left(g\frac{\partial c}{\partial n}-c\frac{\partial g}{\partial n}\right)dS=\frac{L^2}{2}\,\frac QD .$$

At $z=L$ both $g$ and $c$ vanish. At $z=0$ the gradient of $g$ vanishes, $g=L^2/2$, and the outward normal derivative of $c$ integrates to $Q/D$. When the hole is small, few of the ions in the oxide will return to it, so the mean transit time is close to $N/Q=L^2/(2D)=0.42$ s. This is short compared with a $100$ s anneal. About one ion is in transit at a time, so $Q$ is an average over many separate arrivals.

**How this compares with a real structure.** The inputs are rough. The diffusivity of sodium in silica depends strongly on how the oxide was made and could differ from the value used by a factor of ten or more; the rate changes in proportion. The concentration $C$ is an assumed trace level, and the rate is proportional to it too. The temperature is in the range used for interconnect anneals; a $500$ nm dielectric is thick compared with the finest wiring levels. The other idealisations have these effects:

- If oxide fills the hole, the rate lies between $0.83$ and $0.89$ of $4DaC$.
- A similar hole $1$ µm away would lower the driving concentration by about $1.3\%$ in a dielectric much thicker than $1$ µm. With the sink at $500$ nm the neighbour is screened, and the reduction is only about $0.15\%$.
- At $4DaC$, $240$ ions leave in $100$ s. For a residue of roughly $5$ atoms/nm², this uses $3.8\%$ of the sodium on the hole, so a constant $C$ is reasonable for these inputs. With a diffusivity ten times larger the share would be $38\%$, and the source would run down noticeably. Values inferred from ion drift in thin thermal oxides can be about a hundred times larger; the residue on the hole would then be used up within the anneal, and $C$ could not be taken as constant.
- A voltage across the oxide that drives the ions inward multiplies the rate by $1.08$ at $0.1$ V and by $1.6$ at $1$ V, from the numerical solution with drift. Of the corrections listed so far for the stated inputs, bias at $1$ V is the largest.
- Repulsion between two ions $250$ nm apart is about $0.03\,kT$. Attraction of an ion to its image in the metal is about $0.08\,kT$ at a distance of $20$ nm and grows closer in. It reaches $kT$ at about $1.6$ nm, so it matters where $C$ is specified. If $C$ is the concentration within $1$ to $2$ nm of the metal, ions must climb out of the image well, and a continuum estimate lowers the rate to roughly $0.3$ to $0.6$ of the value above. That change is as large as the effect of $1$ V or larger, and the formula $4DaC$ leaves it out.

The perfect sink is also an assumption. If sodium accumulates at the bottom of the oxide, the leak falls with time.

So without a field in the oxide, the ratios $a/L$ and $h/a$ decide which rule to use. When both ratios are small and the hole is isolated, the leak is linear in radius. Electrodes of different materials can leave a built-in voltage of either sign even when none is applied, and it must be counted in the voltage across the oxide. With a voltage $V$ driving the ions inward, $eVa/(kTL)$ must be small as well. At $1$ V it is about $0.7$ in this example, and the leak then grows faster than the radius. When this ratio is large, drift carries most of the flux and the leak again approaches proportionality to area. A voltage of the opposite sign works the other way: at $1$ V against the ions the steady rate in this example falls to about $0.2$ of its unbiased value, and doubling the radius raises it only about $1.2$ times. The remaining computed values are in the numerical output below.

## Computed results

```
Grid result Q/(DaC), sink at 500 a: 3.998
Uniform-flux resistance times D a: 0.2702
Sink at 5 a, Q/(DaC), grid: 4.378
Sink at 5 a, Q/(DaC), formula: 4.387
Pore h = a, Q/(DaC), grid: 1.724
Pore h = a, lower bound: 1.699
Pore h = a, upper bound: 1.760
Wide hole, a from 10 L to 20 L, rate grows: 3.83 times
Wide hole, a = 20 L, rate / area law: 1.044
Temperature: 673 K
Diffusivity (rough): 3.0e-09 cm2/s
Mouth concentration: 1.0e+14 cm^-3
Hole radius: 20 nm
Dielectric thickness: 500 nm
Barrier thickness: 2 nm
Leak rate 4DaC: 2.40 ions/s
Same as a current: 0.385 aA
4DaC at double radius: 4.80 ions/s
Area rule pi a^2 D C/L: 0.0754 ions/s
4DaC / area rule: 31.8
Grid: rate growth for double radius: 2.037 times
Finite thickness raises rate by: 1.80 %
Oxide-filled hole, rate / 4DaC, lower bound: 0.828
Oxide-filled hole, rate / 4DaC, upper bound: 0.887
Neighbour distance: 1000 nm
Concentration there / C, thick dielectric: 0.0127
Mean transit time: 0.417 s
Mean number in transit: 1.00 ions
Anneal time: 100 s
Ions leaked in anneal: 240
Residue density (rough): 5 atoms/nm2
Share of residue on hole used: 3.8 %
Thermal voltage kT/e: 58.0 mV
Rate factor, 0.1 V driving ions in: 1.077
Rate factor, 1 V driving ions in: 1.610
Relative permittivity: 3.9
Distance where ion repulsion is kT: 6.37 nm
Ion repulsion scale at L/2: 0.025 kT
Image attraction at one radius: 0.080 kT
```
